# Newton Iteration for Periodic Coverage in Pulsed Growth

## 1. What periodic gas switching fixes

Let $u$ be the independent surface coverages and let the gases be switched with period $T$, at constant temperature and pressures within each pulse. The rate equation

$$\dot u=F(u,t),\qquad F(u,t+T)=F(u,t)$$

is unchanged by a time shift of one period, so every cycle acts on the surface by the same rule. If $u_n$ is the coverage at the start of cycle $n$, then

$$u_{n+1}=P(u_n),$$

with one map $P$ for all $n$. A solution of period $T$ is a fixed point, $P(u^*)=u^*$. Conversely, a solution starting at a fixed point repeats itself, because the initial value determines the solution.

Dimensions restrict $P$ further. Coverages are pure numbers, so a rate constant $k$ (in 1/s) can enter only in products such as $kt$ with a pulse duration. The derivative $M=DP(u^*)$ is likewise dimensionless. Its eigenvalues, called multipliers, are factors per cycle, and its spectral radius $\rho$ is the largest of their moduli.

Two convergence questions must be kept apart: how fast an algorithm finds $u^*$, and how fast the real surface approaches it. The second is governed locally by $\rho$. The speed of Newton iteration is not, and the method can even find a state that the surface leaves.

## 2. A model with slow residue

Let $x$ be the fraction of sites holding adsorbed precursor, $z$ the fraction blocked by residue, and $s=1-x-z$ the free fraction. In a mean-field description, which neglects correlations between sites,

$$\dot x=as^2-(d+g+r)x,\qquad \dot z=rx-czs .$$

Adsorption needs two neighbouring free sites but occupies one. Precursor desorbs with constant $d$, becomes film with constant $g$, which frees its site, or becomes residue with constant $r$. Residue is cleaned with constant $c$ if a neighbouring site is free. The constant $a$ acts only in precursor pulse A; $g,r,c$ act only in co-reactant pulse B; $d$ acts throughout. A cycle is A, purge, B, purge, and is sampled at the start of A.

The free fraction obeys

$$\dot s=-\dot x-\dot z=-as^2+(d+g)x+czs,$$

since the two terms $rx$ cancel. The three equations can be arranged as

$$\dot x+(d+g+r)x=as^2,\quad \dot z+(cs)z=rx,\quad \dot s+(as-cz)s=(d+g)x .$$

Each has the form $\dot y+p(t)y=q(t)$. Multiplication by $\exp(\int p\,dt)$ shows that $y$ stays non-negative if it starts so and $q\ge0$. The first right side is non-negative, hence $x\ge0$; the other two then are as well, hence $z,s\ge0$. The triangle of physical coverages is therefore mapped into itself.

Brouwer's theorem guarantees that a continuous map of a triangle into itself has a fixed point. Here that says little about growth: at $x=0$, $z=1$ all rates vanish, so the fully blocked surface is already a fixed point. A growing periodic state has to be found.

## 3. The derivative of one cycle

Let $J(t)=\partial u(t)/\partial u(0)$. Differentiating the rate equation with respect to the initial coverage gives

$$\dot J=F_u(u(t),t)\,J,\qquad J(0)=I,\qquad DP=J(T).$$

With $\partial s/\partial x=\partial s/\partial z=-1$, the matrices $F_u$ are

$$F_u^{A}=\begin{pmatrix}-2as-d&-2as\\0&0\end{pmatrix},\qquad
F_u^{\rm purge}=\begin{pmatrix}-d&0\\0&0\end{pmatrix},$$

$$F_u^{B}=\begin{pmatrix}-(d+g+r)&0\\ r+cz&c(z-s)\end{pmatrix}.$$

The last entry is $\partial(-czs)/\partial z=-cs+cz$. Because the switching times are prescribed, $J$ is continuous at each switch. If a coverage signal triggered the switch, the switching time would depend on $u(0)$ and a further term would appear.

A Runge–Kutta integrator replaces $P$ by a discrete map $P_h$. Each of its stages has a slope $k_i=F(U_i)$, whose derivative is $F_u(U_i)\,\partial U_i/\partial u(0)$. This is the stage slope of the same rule applied to the equation for $J$. If the step sizes are fixed in advance, integrating $u$ and $J$ together thus gives the derivative of $P_h$ itself, apart from rounding. Newton iteration then solves the discrete problem without derivative error, and the time-step error can be assessed separately. With adaptive steps the step sizes depend on $u(0)$, and $J$ differs from $DP_h$ by an amount that shrinks with the integration tolerance.

## 4. Newton iteration and its error

Define the residual $R(u)=P(u)-u$. For a correction $\delta$,

$$R(u+\delta)\approx R(u)+(DP(u)-I)\delta .$$

Setting the right side to zero gives

$$(I-DP(u))\,\delta=P(u)-u .$$

To find the new error, put $e=u-u^*$ and expand about $u$:

$$0=R(u-e)=R(u)-(DP-I)e+q,\qquad |q|\le\tfrac12K|e|^2,$$

where $K$ bounds the second derivative of $P$ near $u^*$. Hence $R(u)=-(I-DP)e-q$, and

$$e_{\rm new}=e+(I-DP)^{-1}R(u)=-(I-DP)^{-1}q .$$

If $\|(I-DP)^{-1}\|\le b$ near $u^*$, then

$$|e_{\rm new}|\le \tfrac12 bK|e|^2 .$$

A start in that neighbourhood with $\tfrac12bK|e|<1$ converges quadratically. The requirement is that no multiplier equals $1$, not that $\rho<1$.

A multiplier near $1$ makes $b$ large, but this need not spoil the iteration. Suppose one slow coverage obeys $P(z)=z+\varepsilon h(z)$ with small $\varepsilon$. Then $I-DP=-\varepsilon h'$ and the second derivative is $\varepsilon h''$, so the leading error coefficient is $|h''/(2h')|$. The factor $\varepsilon$ has cancelled. Slowness of this kind lengthens the physical transient as $1/\varepsilon$ and leaves the number of Newton steps unaffected to leading order.

The algorithm is:

1. Integrate $u$ and $J$ over one cycle; form $R$ and $DP$.
2. Stop if $|R|$ is below the chosen tolerance. The remaining error is then about $|(I-DP)^{-1}R|$, up to $b|R|$, so the tolerance must be tightened when a multiplier is near $1$.
3. Solve $(I-DP)\delta=R$ and try $u+\lambda\delta$ with $\lambda=1$.
4. Halve $\lambda$ while the trial leaves the triangle or fails to reduce $|R|$; then accept it and return to step 1, reusing the cycle just integrated.

Halving is reasonable because the derivative of $\tfrac12|R|^2$ along $\delta$ is

$$R^{\mathsf T}(DP-I)\delta=-|R|^2<0 .$$

From an interior point, a sufficiently small step therefore stays inside and reduces the residual. The search can still stall at an edge or where $I-DP$ is singular, so it is no proof of global convergence.

## 5. Convergence of the physical cycles

For the actual sequence of cycles, $e_n=u_n-u^*$ obeys

$$e_{n+1}=P(u^*+e_n)-P(u^*)=Me_n+O(|e_n|^2).$$

Let $\rho<1$. A unitary change of basis brings $M$ to upper triangular form. For two coverages, rescaling the second basis vector by $\eta$ gives

$$\begin{pmatrix}\mu_1&\eta m\\0&\mu_2\end{pmatrix},$$

whose norm is at most $\rho+\eta|m|$. For $n$ coverages, successive powers of $\eta$ do the same. Thus a norm exists in which $\|M\|\le\rho+\varepsilon$, with $\varepsilon$ as small as desired. If the quadratic remainder is at most $C|e_n|^2$ in this norm, then for $|e_n|\le\varepsilon/C$

$$|e_{n+1}|\le(\rho+2\varepsilon)|e_n| .$$

Choosing $\rho+2\varepsilon<1$ proves local convergence.

If the leading multiplier is real, positive and simple, and all others are smaller in modulus, the error turns into its eigenvector and shrinks by $\rho$ per cycle, unless the start happens to have no component in that direction. Reducing the error by a factor $Q$ then takes

$$N=\frac{\ln Q}{-\ln\rho}\approx\frac{\ln Q}{1-\rho}\qquad(1-\rho\ll1)$$

cycles. If $\rho>1$, a generic small deviation grows. At $\rho=1$ the linear term does not decide, and the nonlinear terms must be examined.

The same relation shows what a small change between cycles is worth. Late in the transient $e_{n+1}=\rho e_n$, so

$$u_{n+1}-u_n=e_{n+1}-e_n=-(1-\rho)e_n,$$

$$|e_{n+1}|=\frac{\rho}{1-\rho}\,|u_{n+1}-u_n| .$$

For slow convergence the remaining error far exceeds the last change. If the leading multiplier is $-\rho$ instead, the error alternates in sign, the change is $-(1+\rho)e_n$, and the factor becomes $\rho/(1+\rho)$, which is below one half when $\rho<1$.

## 6. Choice of variables and of sampling phase

The simplest course is to eliminate the free fraction before Newton's equation is formed. Suppose $x,z,s$ are treated as three independent variables with cycle map $S$. Every event conserves their sum, so $\mathbf 1^{\mathsf T}S(v)=\mathbf 1^{\mathsf T}v$ with $\mathbf 1=(1,1,1)^{\mathsf T}$. Differentiation gives $\mathbf 1^{\mathsf T}DS=\mathbf 1^{\mathsf T}$. Hence $DS$ has a multiplier $1$ and $I-DS$ is singular, although the physical surface may converge well.

Film thickness must also be left out. It advances as $H_{n+1}=H_n+G(u_n)$, where $G$ is the growth per cycle. This adds a multiplier $1$, and for $G>0$ there is no fixed point at all. Growth is computed after $u^*$ has been found.

The sampling phase, by contrast, is free. Let $J_1$ be the derivative over A and the first purge, and $J_2$ that over the rest of the cycle. Sampling at the start of A gives $M=J_2J_1$; sampling at the start of B gives $J_1J_2$. If $J_2J_1v=\mu v$ with $\mu\ne0$, then $w=J_1v$ is not zero and

$$J_1J_2w=J_1(J_2J_1v)=\mu w .$$

The coverages and the matrix depend on the phase, but the nonzero multipliers do not.

## 7. A growing cycle computed both ways

Take $a=10$, $d=0.02$, $g=5$, $r=0.05$ and $c=0.03$, all in 1/s, and four segments of 1 s each. These are round model parameters. From a clean surface, Newton iteration gives the following errors in site fraction, relative to its final iterate:

| Iterate | $z$ | Error |
|---|---|---|
| 0 | 0.0000 | $3.31\times10^{-1}$ |
| 1 | 0.2544 | $7.65\times10^{-2}$ |
| 2 | 0.3244 | $6.47\times10^{-3}$ |
| 3 | 0.3308 | $5.50\times10^{-5}$ |
| 4 | 0.3309 | $4.04\times10^{-9}$ |

The ratios of each error to the square of its predecessor are $0.70$, $1.10$, $1.31$ and $1.34$. They stay bounded, as the quadratic law requires, and the last three errors give an observed order of $1.996$. The periodic state is $x=0.0035$, $z=0.3309$, $s=0.6656$. Comparison with an adaptive integrator puts its time-step error near $3\times10^{-9}$. This follows from inserting $u^*$ of the discrete map into the accurately integrated cycle and solving Newton's equation once for the resulting defect.

The derivative there is

$$M=\begin{pmatrix}0.00010&-0.00589\\0.00018&0.98215\end{pmatrix},$$

with multipliers $9.8\times10^{-5}$ and $\rho=0.98215$. Adsorbed precursor is almost forgotten within one cycle; residue is remembered for many.

A slow-residue estimate shows where $\rho$ comes from. Hold $z$ fixed within a cycle, neglect desorption, and neglect the precursor left after B. In A, $\dot s=-as^2$ takes the free fraction from $s_0=1-z$ to $s_0/(1+at_As_0)$, so the uptake is

$$X=s_0-\frac{s_0}{1+at_As_0},\qquad X'=\frac{dX}{ds_0}=1-\frac1{(1+at_As_0)^2}.$$

In B, precursor decays with $\kappa=g+r$, so $\int x\,dt\approx X/\kappa$ and $\int s\,dt\approx s_0t_B-X/\kappa$. The residue map becomes

$$z_{n+1}\approx z+\frac r\kappa X-cz\left(s_0t_B-\frac X\kappa\right).$$

Differentiating with $ds_0/dz=-1$ gives

$$1-\rho\approx\frac r\kappa X'+c\left(s_0t_B-\frac X\kappa\right)-cz\left(t_B-\frac{X'}\kappa\right).$$

At $z=0.331$, $X=0.582$ and $X'=0.983$, so

$$1-\rho\approx0.0097+0.0166-0.0080=0.0183 .$$

The computed value is $0.0179$, about 3% lower. The first term says that extra residue leaves less room for precursor and so for new residue. The second is direct cleaning. The third has the opposite sign because extra residue removes the free sites that cleaning needs.

Direct cycling from the clean surface takes 685 cycles to bring the error to $10^{-6}$, which is $2740$ s of process time. Its last error ratio is $0.98215$, equal to $\rho$ to the digits shown. From error $10^{-3}$ to $10^{-6}$ the formula predicts

$$N=\frac{6.9078}{0.018013}=383.5$$

cycles, and 383 are counted. Far from the periodic state $\rho$ is less accurate: between cycles 1 and 10 the error falls from $0.322$ to $0.257$, a mean factor of $0.975$ per cycle.

Newton iteration needed six cycle integrations. Each carries the coverage vector and two tangent vectors, equivalent to 18 vector integrations against 685. This count omits the evaluation of $F_u$ and the linear solves. With $n$ coverages a run carries $n+1$ vectors, so the advantage shrinks for large mechanisms if all tangents are integrated. Newton iteration shortens the calculation; the reactor still has to pass through the transient.

The stopping error is visible in the same sequence. At cycle 208 the change first falls below $10^{-4}$, to $9.93\times10^{-5}$. The estimate of the remaining error is

$$\frac{0.98215}{0.017852}\times9.9345\times10^{-5}=5.47\times10^{-3},$$

and the true error is $5.42\times10^{-3}$, some 55 times the change.

Integrating $\dot x$ and $\dot z$ over a periodic cycle gives zero on the left, so uptake must equal desorption, growth and residue formation together, and formation must equal cleaning. Per surface site and cycle,

$$0.5839=0.0230+0.5553+0.0056,$$

and residue formed and cleaned are both $0.0056$. On the clean surface the first cycle forms $0.0087$ and cleans only $0.0002$, so residue accumulates. Growth meanwhile falls from $0.867$ to $0.555$ reacted precursor units per site and cycle, a drop of 36%. In this model, where residue is cleaned slowly, a growth rate taken from the first cycles would not describe the periodic process.

## 8. A periodic state that the surface leaves

At the blocked state $x=s=0$, $z=1$, the matrices of Section 3 become

$$F_u^A=F_u^{\rm purge}=\begin{pmatrix}-d&0\\0&0\end{pmatrix},\qquad
F_u^B=\begin{pmatrix}-(d+g+r)&0\\r+c&c\end{pmatrix}.$$

All are constant and lower triangular. The diagonal entries of their exponentials multiply, and the multipliers are

$$\mu_1=e^{-(g+r)t_B-dT}=e^{-5.13}=0.0059,\qquad \mu_2=e^{ct_B}=e^{0.03}=1.0305 .$$

The second exceeds one for any positive $ct_B$. Near full blocking, pair adsorption is of second order in $s$, whereas cleaning is of first order, so a small free area expands.

Undamped Newton iteration from $x=0$, $z=0.98$ nevertheless converges to this state in five cycle integrations. For this search the polynomial rates are used without confining the iterates to the triangle, and they do leave it slightly: the first step gives $x\approx-2\times10^{-5}$, $s\approx-2\times10^{-3}$. The damped algorithm of Section 4 stalls at this start, because the step points from the edge $x=0$ towards $x<0$. Neither multiplier equals $1$, and Newton's method asks for nothing more at the solution itself.

Physical cycling does the opposite. From a free fraction of $10^{-6}$ the deviation grows by $1.0305$ per cycle, as the formula states. From $z=0.999$ the surface reaches the growing state to within $10^{-3}$ after 612 cycles. A completely blocked surface would stay blocked in this model, but any small free fraction grows. The factor $1.0305$ and the count of 612 cycles assume, as the mean-field description does, that the free sites are spread at random. If cleaning starts from a few isolated holes on a lattice, it proceeds only at the edges of the opened patches, and the escape is much slower than this exponential.

The clean and the nearly blocked start thus lead to the same growing cycle. This does not prove that the model has no other periodic states. For each state that Newton iteration returns, the multipliers must be computed before it is taken as the outcome of growth. The matrix needed for them is already available from the last step.

## Computed results

```
adsorption constant a = 10 1/s; desorption d = 0.02 1/s
growth constant g = 5 1/s; residue r = 0.05 1/s
cleaning constant c = 0.03 1/s
segment durations A, purge, B, purge = [1.0, 1.0, 1.0, 1.0] s
Runge-Kutta steps per segment = [100, 20, 100, 20]
Newton iterate 0: x=0.0000000, z=0.0000000, error=3.309e-01 (site fraction)
Newton iterate 1: x=0.0039373, z=0.2543564, error=7.652e-02 (site fraction)
Newton iterate 2: x=0.0035271, z=0.3244048, error=6.466e-03 (site fraction)
Newton iterate 3: x=0.0034898, z=0.3308161, error=5.497e-05 (site fraction)
Newton iterate 4: x=0.0034895, z=0.3308711, error=4.042e-09 (site fraction)
Newton iterate 5: x=0.0034895, z=0.3308711, error=reference (site fraction)
observed Newton order = 1.996
Newton cycle runs, each with two tangent vectors = 6
equivalent state-vector cycle runs = 18
periodic free fraction at start of A = 0.665639
estimated time-step error of periodic state = 2.86e-09
row of M =  0.00009711 -0.00589385
row of M =  0.00018423  0.98214909
multipliers = 9.8218e-05, 0.9821480
spectral radius rho = 0.9821480
multipliers with redundant free fraction = 0.000098 0.982148 1.000000
state at start of B: x=0.566662, z=0.330871
spectral radius sampled at start of B = 0.9821480
physical cycle 1: x=0.005450, z=0.008489, error=3.224e-01
physical cycle 10: x=0.005050, z=0.073577, error=2.573e-01
physical cycle 50: x=0.004129, z=0.224747, error=1.061e-01
physical cycle 100: x=0.003728, z=0.291157, error=3.971e-02
physical cycle 200: x=0.003527, z=0.324598, error=6.273e-03
physical cycles from clean surface to error 1e-6 = 685
last physical error ratio = 0.9821480
cycles from error 1e-3 to 1e-6: counted 383, predicted 383.48
first change below 1e-4: at cycle 208, change=9.9345e-05
true error there = 5.4248e-03; estimate from change = 5.4656e-03
growth, first clean cycle = 0.867287 per site per cycle
growth, periodic cycle = 0.555327 per site per cycle
periodic uptake = 0.583893, desorption = 0.023012 per site
residue formed = 0.005553, cleaned = 0.005553 per site
first clean cycle: residue formed = 0.008673, cleaned = 0.000184 per site
blocked-state search: start x=0.00, z=0.98
blocked state found: x=0.000000, z=1.000000; Newton cycle runs=5
blocked multipliers = 0.005917, 1.030455
physical escape ratio per cycle = 1.030454
cycles from x=0, z=0.999 to within 1e-3 of growing state = 612
```
